# Domain instability of uniform negative capacitance in a ferroelectric-dielectric bilayer

## 1. The uniform film: two capacitors in series

Take a ferroelectric film of thickness \(t_f\) on a dielectric of thickness \(t_d\), between ideal metal plates. Let the polarization \(P\) point along the normal \(z\) and be the same everywhere in the film. Near \(P=0\) the film obeys \(aP=E_f\), where \(E_f\) is the field in the film and \(a<0\): alone, the film would polarize spontaneously.

Atomic units are used in the algebra, so the vacuum permittivity is \(1/4\pi\) and the displacement is \(D=\epsilon E+4\pi P\). The film has a background permittivity \(\epsilon_z\) across it, which excludes the soft polarization \(P\). The dielectric has permittivity \(\epsilon_d\).

With the plates at equal potential,

\[
E_ft_f+E_dt_d=0,\qquad \epsilon_zE_f+4\pi P=\epsilon_dE_d .
\]

The first equation gives \(E_d=-E_ft_f/t_d\). Inserting this in the second gives

\[
E_f=-\nu_0P,\qquad \nu_0=\frac{4\pi}{\epsilon_z+s_0},\qquad s_0=\frac{\epsilon_dt_f}{t_d}.
\]

The field opposes \(P\), so the stiffness of the uniform mode is \(a+\nu_0\). The dielectric stabilizes the uniform unpolarized state if \(|a|<\nu_0\).

Now apply a voltage. Substituting \(P=E_f/a\) in the displacement gives \(D=\epsilon_fE_f\) with

\[
\epsilon_f=\epsilon_z+\frac{4\pi}{a}.
\]

The plate charge per area is \(D/4\pi\), and the voltage is \(D(t_f/\epsilon_f+t_d/\epsilon_d)\). Hence, per unit area,

\[
\frac1C=4\pi\left(\frac{t_d}{\epsilon_d}+\frac{t_f}{\epsilon_f}\right).
\]

If \(|a|<\nu_0\), then \(4\pi/|a|>\epsilon_z+s_0\), so \(\epsilon_f\) is negative and \(|\epsilon_f|>s_0\). Dividing by the capacitance \(C_d=\epsilon_d/(4\pi t_d)\) of the dielectric alone,

\[
\frac{C}{C_d}=\frac{|\epsilon_f|}{|\epsilon_f|-s_0}>1 .
\]

This is uniform negative capacitance: the film's negative contribution to \(1/C\) makes the stack's capacitance larger than that of its dielectric. The gain diverges at \(|a|=\nu_0\). That limit, however, was found by allowing the film one degree of freedom. A polarization that alternates in the plane is opposed by a weaker field, and may become unstable first.

## 2. Energy and linearization

Let the film occupy \(0<z<t_f\), with in-plane background permittivity \(\epsilon_x\). The dielectric is isotropic. The film energy density is

\[
\frac a2P^2+\frac b4P^4+\frac g2|\nabla_\parallel P|^2+\frac{g_z}2(\partial_zP)^2,
\]

with \(b\ge0\), \(g>0\), \(g_z\ge0\), and no surface energy. Take \(g_z=0\) until Section 6. At zero voltage the potential \(\phi\) vanishes on both plates and obeys Gauss's law,

\[
\nabla\cdot(\epsilon\nabla\phi)=4\pi\,\partial_zP,
\]

where \(P=0\) in the dielectric. Multiplying by \(\phi\) and integrating by parts over the stack turns the electrostatic energy into

\[
W=\frac1{8\pi}\int\nabla\phi\cdot\epsilon\nabla\phi\,dV
=\frac12\int_{\rm film}P\,\partial_z\phi\,dV\ \ge 0 .
\]

The boundary terms vanish because \(\phi=0\) on the plates. Since \(\phi\) is linear in \(P\), one may write \(\partial_z\phi=N_kP\) for a polarization of in-plane wavevector \(k\). The same integration by parts with two different polarizations shows that \(N_k\) is symmetric, and \(W\ge0\) shows that it is nonnegative. It is the depolarization operator.

To second order in \(P\), each wavevector contributes independently, through the operator

\[
a+gk^2+N_k .
\]

Let \(\nu(k)\) be the lowest eigenvalue of \(N_k\). The unpolarized state is linearly stable, with positive stiffness for every mode, if

\[
\boxed{\,a+gk^2+\nu(k)>0\quad\text{for every }k\ge0\,}
\]

If the left side is negative at some \(k\), a polarization wave of that \(k\) lowers the energy. The stability limit is therefore

\[
|a|<a_c,\qquad a_c=\min_{k\ge0}\,[\,gk^2+\nu(k)\,].
\]

At \(k=0\), a polarization of zero mean across the film has \(D=0\), hence \(\partial_z\phi=4\pi P/\epsilon_z\) and eigenvalue \(4\pi/\epsilon_z>\nu_0\). The uniform mode is the lowest one, so \(\nu(0)=\nu_0\), and the condition of Section 1 is the \(k=0\) member of this family.

## 3. The softest mode at finite wavevector

For an eigenmode, \(\partial_z\phi=\nu P\). With \(\phi(x,z)=\phi(z)\cos kx\) and primes for \(z\) derivatives, \(P=\phi'/\nu\). Gauss's law in the film becomes

\[
\epsilon_z\phi''-\epsilon_xk^2\phi=\frac{4\pi}{\nu}\phi'' .
\]

Define \(s=4\pi/\nu-\epsilon_z\). Then

\[
s\phi''=-\epsilon_xk^2\phi,\qquad \nu=\frac{4\pi}{\epsilon_z+s}.
\]

When the mode is marginal, \(a+gk^2=-\nu\), and \(s\) is minus the film permittivity \(\epsilon_z+4\pi/(a+gk^2)\) at that wavevector.

In the dielectric, \(\phi''=k^2\phi\), with \(\phi=0\) at the upper plate. So \(\phi\propto\sinh[k(t_f+t_d-z)]\), and just above the interface \(\phi'=-k\coth(kt_d)\,\phi\). Continuity of \(D_z=-\epsilon\phi'+4\pi P\) requires

\[
\epsilon_z\phi'(t_f^-)-4\pi P(t_f^-)=\epsilon_d\phi'(t_f^+).
\]

The left side is \((\epsilon_z-4\pi/\nu)\phi'=-s\phi'\), so

\[
s\,\phi'(t_f^-)=\epsilon_dk\coth(kt_d)\,\phi(t_f).
\]

For \(s<0\) the film solution vanishing at \(z=0\) is a hyperbolic sine, with \(\phi'/\phi>0\). The two sides then have opposite signs, and there is no mode. For \(s>0\),

\[
\phi\propto\sin\frac{uz}{t_f},\qquad P\propto\cos\frac{uz}{t_f},\qquad s=\frac{\epsilon_xk^2t_f^2}{u^2}.
\]

The interface condition reads

\[
\frac{\epsilon_xk^2t_f^2}{u^2}\,\frac u{t_f}\cos u=\epsilon_dk\coth(kt_d)\sin u .
\]

Multiplying by \(u\) and dividing by \(\epsilon_dk\coth(kt_d)\cos u\) gives

\[
\boxed{\,u\tan u=r(k),\qquad r(k)=\frac{\epsilon_x}{\epsilon_d}\,kt_f\tanh(kt_d)\,}
\]

The division is allowed because \(\cos u=0\) would make the right side nonzero and the left side zero. The smallest positive root gives the largest \(s\) and the smallest \(\nu\). It lies in \(0<u<\pi/2\), where \(u\tan u\) rises from zero to infinity, so it is unique there. Therefore

\[
\boxed{\,\nu(k)=\frac{4\pi}{\epsilon_z+\epsilon_x(kt_f/u)^2}\,}
\]

The soft mode is largest at the metal and smallest at the dielectric. There the bound charge is not screened by an adjacent plate, and the mode reduces it by lowering \(P\).

**Why domains form.** Multiply \(s\phi''=-\epsilon_xk^2\phi\) by \(\phi\), integrate over the film, and use the interface condition in the boundary term. The result is

\[
s=\frac{\epsilon_xk^2\int_0^{t_f}\phi^2dz+\epsilon_dk\coth(kt_d)\,\phi(t_f)^2}{\int_0^{t_f}\phi'^2dz}.
\]

The stationary values of this ratio over functions with \(\phi(0)=0\) are the allowed \(s\), and its maximum is the one needed. For a fixed trial function the numerator grows with \(k\), because \(x\coth x\) does. Hence \(s\) rises and \(\nu\) falls as \(k\) grows. Alternation always lowers the depolarization cost in this model; the gradient energy \(gk^2\) is what opposes it.

**Effect of the thicknesses.** At fixed \(k\), a thicker dielectric raises \(r\), hence \(u\), hence \(\nu\): it stabilizes. For the film thickness, use \(t_f/u=\tan u\,/\,[(\epsilon_x/\epsilon_d)k\tanh(kt_d)]\). A thicker film raises \(u\) and so \(t_f/u\), which lowers \(\nu\): it destabilizes.

## 4. Long waves and the critical gradient coefficient

For small \(k\), \(u\) is small and \(u\tan u=u^2(1+u^2/3+\dots)=r\). Dividing by \(u^2r\),

\[
\frac1{u^2}=\frac1r+\frac13+O(k^2).
\]

From \(\tanh x=x(1-x^2/3+\dots)\),

\[
\frac1r=\frac{\epsilon_d}{\epsilon_xk^2t_ft_d}\left(1+\frac{k^2t_d^2}3+\dots\right).
\]

Multiplying \(1/u^2\) by \(\epsilon_xk^2t_f^2\),

\[
s=s_0+\frac{t_f(\epsilon_xt_f+\epsilon_dt_d)}3\,k^2+O(k^4).
\]

Expanding \(\nu=4\pi/(\epsilon_z+s)\) to first order in \(s-s_0\) gives \(\nu=\nu_0-g_*k^2+O(k^4)\), with

\[
g_*=\frac{4\pi\,t_f(\epsilon_xt_f+\epsilon_dt_d)}{3(\epsilon_z+\epsilon_dt_f/t_d)^2}.
\]

If \(g<g_*\), the stiffness decreases on leaving \(k=0\), and domains appear before the uniform instability. The converse is not general, because \(g>g_*\) makes \(k=0\) a local minimum but not necessarily the lowest one. With \(t_f=t_d=50\) Å, \(\epsilon_x=1000\), \(\epsilon_z=200\), \(\epsilon_d=4\) and \(g=1.05\,g_*\), the minimum lies at \(k=0.00385\) Å\(^{-1}\), with \(a_c=0.998\,\nu_0\). The margin is small, but it disproves the converse at \(g_z=0\). The case is extreme: its \(g\approx3820\) eV Å\(^3\) is about 190 times the value used in Section 8, and adding \(g_z=20\) eV Å\(^3\) returns the minimum to \(k=0\). An implementation should therefore search over \(k\).

The search range is finite: since \(\nu>0\), any \(k\) with \(gk^2\ge\nu_0\) is already worse than \(k=0\). It suffices to scan \(0\le k\le\sqrt{\nu_0/g}\) and refine the lowest point. At each \(k>0\), the bracketed root of \(u\sin u-r\cos u\) on \([0,\pi/2]\) avoids the pole of the tangent. At \(k=0\), use \(\nu_0\) directly.

## 5. The quarter-wave limit

If \(r\gg1\), then \(u\to\pi/2\), and a quarter wave of potential fits into the film. If also \(s\gg\epsilon_z\),

\[
\nu(k)\approx\frac{B}{k^2},\qquad B=\frac{4\pi}{\epsilon_x}\left(\frac{\pi}{2t_f}\right)^2 .
\]

Setting the derivative of \(gk^2+B/k^2\) with respect to \(k^2\) to zero gives \(k^4=B/g\), and the two terms are then equal. Thus

\[
k_c^2\approx\frac{\pi}{2t_f}\sqrt{\frac{4\pi}{\epsilon_xg}},\qquad
a_c\approx2\sqrt{gB}=\frac{\pi}{t_f}\sqrt{\frac{4\pi g}{\epsilon_x}} .
\]

The dielectric has dropped out. Moreover, since \(u<\pi/2\) and \(\epsilon_z>0\), \(\nu(k)<B/k^2\) at every \(k>0\). For \(g_z=0\) the quarter-wave value is thus an upper bound on \(a_c\), which no choice of dielectric can exceed. It also shows that \(a_c\to0\) as \(g\to0\).

Thickening the film alone does not reach this limit. At fixed \(t_d\), once \(kt_d\ll1\), \(r\approx(\epsilon_x/\epsilon_d)t_d\,(k^2t_f)\). As \(t_f\) grows, \(g_*\to4\pi\epsilon_xt_d^2/(3\epsilon_d^2)\). If \(g\) lies below this value, \(k_c^2\propto1/t_f\), so \(r\) tends to a constant and \(u\) stays below \(\pi/2\). For larger \(g\) the minimum can stay at \(k=0\), as it does for the parameters of Section 8 with \(\epsilon_d\) raised to 300; then \(a_c=\nu_0\approx4\pi t_d/(\epsilon_dt_f)\). In both cases the scaling \(a_c\propto1/t_f\) survives, with a smaller prefactor.

## 6. Gradient energy across the film

For \(g_z>0\) and free polarization ends, the added energy is nonnegative, so the lowest stiffness is at least \(a+gk^2+\nu(k)\). A \(z\)-uniform trial polarization does not pay this energy and gives an upper bound.

For that trial, \(\epsilon_z\phi''=\epsilon_xk^2\phi\) in the film. With \(\kappa=k\sqrt{\epsilon_x/\epsilon_z}\) and interface potential \(\Phi\), \(\phi=\Phi\sinh\kappa z/\sinh\kappa t_f\). Continuity of \(D_z\) gives

\[
\Phi\left[\epsilon_z\kappa\coth(\kappa t_f)+\epsilon_dk\coth(kt_d)\right]=4\pi P .
\]

The film average of \(\phi'\) is \(\Phi/t_f\). Using \(\epsilon_z\kappa=k\sqrt{\epsilon_x\epsilon_z}\), the trial depolarization stiffness is

\[
\nu_r(k)=\frac{4\pi}{t_fk\left[\sqrt{\epsilon_x\epsilon_z}\coth(\kappa t_f)+\epsilon_d\coth(kt_d)\right]} .
\]

With \(x\coth x=1+x^2/3+\dots\), its denominator becomes \(\epsilon_z+s_0+t_f(\epsilon_xt_f+\epsilon_dt_d)k^2/3\), the same as in Section 4. Both bounds share the coefficient of \(k^2\), so \(g_*\) does not depend on \(g_z\). Away from small \(k\) the trial can be poor, as the numbers below show.

## 7. What stability implies beyond linear order

For \(b\ge0\) and \(|a|<a_c\), the total energy is a positive quadratic form plus a convex quartic term. A bias adds a term linear in \(P\). The energy is then strictly convex and has a single minimum. The uniform solution is stationary, so it is that minimum. This argument fails for \(b<0\), when a polarized state may be lower although \(P=0\) is linearly stable.

For \(|a|>a_c\), the uniform state is not a minimum at \(P=0\), but if \(b>0\) it can recover under bias. Linearizing about a uniform \(P_0\) replaces \(a\) by \(a+3bP_0^2\). The state is locally stable with a negative soft coefficient for

\[
\frac{|a|-a_c}{3b}<P_0^2<\frac{|a|}{3b}.
\]

Local stability does not make it the lowest state.

Holding the total plate charge fixed, instead of the voltage, changes the \(k=0\) mode but not the modes at \(k>0\), because each plate remains an equipotential. It does not remove the domain instability of a wide film. Nor does the instability settle the capacitance of the resulting domain state: domain-wall motion may also enhance it, and that response lies outside this linear theory.

## 8. Worked example

The round model parameters are \(t_f=50\) Å, \(t_d=10\) Å, \(\epsilon_x=30\), \(\epsilon_z=20\), \(\epsilon_d=10\), \(g=20\) eV Å\(^3\), \(a=-1\) eV Å and \(b=1000\) eV Å\(^5\), with charge counted in units of \(e\). In these units the factor \(4\pi\) becomes 180.95 eV Å.

**Uniform prediction.** Here \(s_0=10\times50/10=50\), so

\[
\nu_0=\frac{180.95}{20+50}=2.585\ \text{eV Å}.
\]

The uniform stiffness, \(-1+2.585=1.585\) eV Å, is comfortably positive. With \(\epsilon_f=20-180.95=-160.95\), the predicted gain is \(160.95/110.95=1.45\).

**Domain condition.** The long-wave coefficient is

\[
g_*=\frac{180.95\times50\times(1500+100)}{3\times70^2}=985\ \text{eV Å}^3,
\]

far above \(g\), so domains come first. The minimum lies at \(k_c=0.122\) Å\(^{-1}\) (0.0646 bohr\(^{-1}\)), where \(u=1.475\). There

\[
a_c=0.298+0.339=0.637\ \text{eV Å},
\]

or 0.0442 atomic units. This is about a quarter of \(\nu_0\). The chosen film has stiffness \(-1+0.637=-0.363\) eV Å at \(k_c\) and is unstable for \(0.065<k<0.209\) Å\(^{-1}\). The uniform state that would give the gain of 1.45 is therefore unstable at zero bias. The domain width at onset is \(\pi/k_c=25.7\) Å; the continuum description requires this to be well above the lattice spacing.

**What survives.** As \(|a|\) approaches \(a_c\) from below, \(\epsilon_f\) approaches \(-264\), and the gain approaches \(264/(264-50)=1.23\). The divergence of the uniform theory is thus cut off at a modest enhancement. At \(a=-0.5\) eV Å, inside the stable range, the gain is \(341.9/291.9=1.17\).

**Remedies.** The quarter-wave bound is 0.690 eV Å, 8% above the computed \(a_c\). Since it is below 1 eV Å, no change of dielectric can stabilize this film at \(g_z=0\). Thinning can: with the other parameters fixed, \(a=-1\) eV Å is stable for \(t_f\) below 31.2 Å. Under bias, the interval of Section 7 runs from \(P_0=\sqrt{0.363/3000}=0.011\) to \(\sqrt{1/3000}=0.018\) \(e\)/Å\(^2\). With \(E_f=aP_0+bP_0^3\) and \(\epsilon_dE_d=\epsilon_zE_f+4\pi P_0\), this takes 1.3 to 2.5 V across the stack and a field of 18 to 31 MV/cm in the dielectric. That is above the roughly 10 MV/cm at which common gate oxides break down, and a 10 Å layer also leaks by tunnelling, so for this stack the window is a property of the model rather than a practical remedy.

**Role of \(g_z\).** Setting \(g_z=g\) raises \(a_c\) to 0.651 eV Å, by 2%. The \(z\)-uniform trial gives 1.109 eV Å, 70% above that value. It would wrongly declare the chosen film stable, so it should not be used to certify stability.

**Independent tests.** Finite-element diagonalization of the bilayer's Poisson problem, without the matching formula, reproduces \(a_c\) and the cosine profile. The full nonlinear energy was also minimized at \(g_z=0\) over one lateral period \(2\pi/k_c\), from small random starts. At \(a=-1\) eV Å, a film forced to be laterally uniform relaxes to \(P=0\). When lateral variation is allowed, it reaches a state of zero mean polarization within tolerance, with rms polarization 0.014 \(e\)/Å\(^2\) and energy density 17 µeV/Å\(^3\) below the unpolarized state. At \(|a|=0.9\,a_c\), the laterally free film returns to \(P=0\). The values are listed in the numerical output.

## Values computed for the example and the checks

```
film thickness t_f = 50.0 angstrom
dielectric thickness t_d = 10.0 angstrom
eps_x, eps_z, eps_d = 30, 20, 10
a = -1.000 eV angstrom/e^2
g = 20.0 eV angstrom^3/e^2
b = 1000 eV angstrom^5/e^4
4 pi in these units = 180.951 eV angstrom/e^2
uniform limit nu(0) = 2.5850 eV angstrom/e^2
long-wave g* = 984.8 eV angstrom^3/e^2
domain limit a_c = 0.6372 eV angstrom/e^2
domain limit a_c = 0.04425 atomic units
a_c / nu(0) = 0.2465
critical k = 0.1221 1/angstrom
critical k = 0.0646 1/bohr
mode angle u at critical k = 1.4752 rad
gradient part g k^2 at critical k = 0.2981 eV angstrom/e^2
depolarization part nu at critical k = 0.3390 eV angstrom/e^2
lateral period = 51.46 angstrom
domain width = 25.73 angstrom
finite-element a_c = 0.6372 eV angstrom/e^2
soft-mode overlap with cosine = 1.0000000
quarter-wave a_c = 0.6901 eV angstrom/e^2
quarter-wave k = 0.1313 1/angstrom
a_c with g_z = g: 0.6514 eV angstrom/e^2
critical k with g_z = g: 0.1218 1/angstrom
a_c for z-uniform trial = 1.1092 eV angstrom/e^2
uniform stiffness a + nu(0) = 1.5850 eV angstrom/e^2
stiffness at critical k = -0.3628 eV angstrom/e^2
unstable band from 0.0650 to 0.2091 1/angstrom
film permittivity at chosen a = -160.95
forbidden uniform gain C/C_d at chosen a = 1.4506
film permittivity at a = -a_c: -264.00
largest stable uniform gain C/C_d = 1.2336
film permittivity at a = -0.5 eV angstrom/e^2: -341.90
stable gain at a = -0.5 eV angstrom/e^2: 1.1713
thickness limit at chosen a = 31.16 angstrom
nonlinear domain rms polarization = 0.01379 e/angstrom^2
domain energy density = -16.72 micro-eV/angstrom^3
largest P, uniform-only relaxation = 4.1e-11 e/angstrom^2
largest P, relaxation at 0.9 a_c = 9.2e-10 e/angstrom^2
counterexample t_f, t_d = 50, 50 angstrom
counterexample eps_x, eps_z, eps_d = 1000, 200, 4
counterexample g/g* = 1.05
counterexample a_c/nu(0) = 0.99768
counterexample critical k = 0.00385 1/angstrom
```
